# Shot Noise of a Multichannel Filament and Its Fano Factor, part 1

(Sections cited here and not found follow in the second part.)

## First half: counting electrons through the neck

Q: You say the current noise of a conducting filament tells something about its narrowest part that the resistance does not. Noise is a loose word. What quantity do you mean?

A: A steady bias drives a mean current \(I\) through the filament, and the instantaneous current is \(I+\delta I(t)\). Let

\[
C(s)=\tfrac12\langle \delta I(s)\,\delta I(0)+\delta I(0)\,\delta I(s)\rangle ,\qquad
S=2\int_{-\infty}^{\infty}C(s)\,ds .
\]

\(S\) is the noise density at zero frequency. The factor 2 is the one-sided convention, in which positive frequencies carry all the power.

Q: Correlation functions of quantum currents are awkward. Can you turn this into something countable?

A: Let \(Q=\int_0^\tau (I+\delta I)\,dt\) be the charge that passes in a time \(\tau\). Its variance is a double integral of \(C(t-t')\) over a square of side \(\tau\). Pairs of times with separation \(s\) occupy a length \(\tau-|s|\), so

\[
\mathrm{Var}\,Q=\int_{-\tau}^{\tau}(\tau-|s|)\,C(s)\,ds\;\longrightarrow\;\tau\int_{-\infty}^{\infty}C(s)\,ds=\frac{\tau S}{2}.
\]

The neglected terms grow more slowly than \(\tau\). Even for the slow decay \(C\propto 1/s^2\), found for a degenerate electron gas at zero temperature, they grow as \(\ln\tau\).

Write \(Q=eN\), with \(e>0\) and \(N\) the net number of electrons that went from left to right. The sign of the electron charge does not affect \(S\), so I count \(I=e\langle N\rangle/\tau\) as positive. Then

\[
S=\frac{2e^2\,\mathrm{Var}\,N}{\tau}=2eI\,\frac{\mathrm{Var}\,N}{\langle N\rangle},
\qquad
F\equiv\frac{S}{2eI}=\frac{\mathrm{Var}\,N}{\langle N\rangle}.
\]

The ratio \(F\) is the Fano factor. Independent random arrivals obey Poisson statistics, with variance equal to mean, and have \(F=1\).

Q: Then why not stop there? Electrons arrive at random, so \(F=1\).

A: That assumes what has to be examined. Electrons are fermions, and a filled reservoir sends them out in a regular stream. To see this we need the number of separate attempts per unit time.

I assume that the neck is short enough to be crossed without inelastic scattering, that its atoms stand still during the count, that interactions enter through a mean potential, and that each reservoir stays in equilibrium. Each reservoir is connected to the neck by a lead with several transverse channels.

Take one channel, one spin and a narrow energy window of width \(\Delta\). Instead of plane waves, use the packets

\[
\phi_j(E)=\frac{1}{\sqrt\Delta}\,e^{2\pi i jE/\Delta},\qquad j=0,\pm1,\pm2,\dots
\]

They are orthonormal, because the integral of \(e^{2\pi i(j-j')E/\Delta}\) over a window of width \(\Delta\) vanishes unless \(j=j'\). As a Fourier series they also cover every state in the window. At a fixed cross-section, packet \(j\) has the phase \(2\pi jE/\Delta-Et/\hbar\). It peaks where this phase is stationary in \(E\), at \(t=jh/\Delta\). Packets therefore arrive at intervals \(h/\Delta\), and their rate is \(\Delta/h\). The velocity has dropped out.

Q: Does each packet meet the neck independently of the others?

A: Yes, if the scattering amplitudes and occupations are constant across the narrow window. An incoming packet \(j\) then produces outgoing packets with the same \(j\). An equilibrium reservoir has \(\langle a^\dagger(E)a(E')\rangle=f(E)\,\delta(E-E')\), where \(f\) is the Fermi function. Packet occupations are therefore \(f\), with no correlation between different \(j\). Packets that straddle the ends of the interval \(\tau\) are counted in part, but their contribution does not grow in proportion to \(\tau\). It remains to treat one slot and add up.

Q: One slot still contains many channels, and the neck mixes them. How can you speak of separate transmissions?

A: By choosing the right combinations. Collect the incoming operators in vectors \(a_L\) and \(a_R\), and the operators for electrons leaving into the right lead in \(b_R\). Then

\[
b_R=t\,a_L+r'a_R .
\]

The outgoing operators must obey the fermion anticommutation rules, which requires \(tt^\dagger+r'r'^\dagger=1\). I take \(t\) to be square. If one lead has fewer channels, it can be padded with channels that are fully reflected.

The singular value decomposition is \(t=U\sqrt{T}\,V^\dagger\), where \(U\) and \(V\) are unitary and \(T\) is diagonal with entries \(T_n\) between 0 and 1. Since \(t^\dagger t=VTV^\dagger\), the \(T_n\) are the eigenvalues of \(t^\dagger t\). Define \(\beta=U^\dagger b_R\) and \(\alpha=V^\dagger a_L\). For the other term put \(X=U^\dagger r'\). Then

\[
XX^\dagger=U^\dagger(1-tt^\dagger)U=1-T .
\]

The rows of \(X\) are thus mutually orthogonal with lengths \(\sqrt{1-T_n}\), so \(X=\sqrt{1-T}\,Y\) with \(Y\) unitary. A row of length zero leaves the corresponding row of \(Y\) free, and it can be chosen to complete the unitary matrix. With \(\gamma=Ya_R\),

\[
\beta_n=\sqrt{T_n}\,\alpha_n+\sqrt{1-T_n}\,\gamma_n .
\]

Each outgoing combination is fed by one combination from the left and one from the right.

Q: You have rotated the incoming electrons. The reservoir filled the original channels, not your combinations.

A: At a given energy an equilibrium reservoir fills all its channels with the same probability. Its density operator depends on the total number \(\sum_m a_m^\dagger a_m\), which a unitary rotation leaves unchanged. The combinations \(\alpha_n\) are therefore independently occupied with probability \(f_L\), and the \(\gamma_n\) with probability \(f_R\). If a reservoir filled its channels unequally at the same energy, this step would fail.

Q: Then do the counting for one such pair.

A: The net number moved to the right is the number leaving into the right lead minus the number arriving from it. Because \(U\) and \(Y\) are unitary, this is a sum over \(n\) of

\[
N_n=\beta_n^\dagger\beta_n-\gamma_n^\dagger\gamma_n .
\]

Insert \(\beta_n\) and drop the index for a moment. The terms in \(\gamma^\dagger\gamma\) combine as \((1-T)-1=-T\), giving

\[
N=T\,(\alpha^\dagger\alpha-\gamma^\dagger\gamma)+\sqrt{T(1-T)}\,(\alpha^\dagger\gamma+\gamma^\dagger\alpha).
\]

The second part moves an electron between \(\alpha\) and \(\gamma\), so it has zero average in a state with definite or randomly mixed occupations. Hence \(\langle N\rangle=T(f_L-f_R)\).

For the variance, the first part contributes the fluctuations of two independent occupations, each of which is 0 or 1:

\[
T^2\,[f_L(1-f_L)+f_R(1-f_R)] .
\]

The product of the first and second parts averages to zero, since it too changes the occupations. In the square of the second part, \((\alpha^\dagger\gamma)^2\) and its conjugate vanish because \((\alpha^\dagger)^2=0\) and \(\gamma^2=0\). The two remaining products are

\[
\alpha^\dagger\gamma\gamma^\dagger\alpha=\alpha^\dagger\alpha\,\gamma\gamma^\dagger,\qquad
\gamma^\dagger\alpha\alpha^\dagger\gamma=\gamma^\dagger\gamma\,\alpha\alpha^\dagger ,
\]

with averages \(f_L(1-f_R)\) and \(f_R(1-f_L)\). Their sum is

\[
f_L+f_R-2f_Lf_R=f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2 .
\]

Multiply this by \(T(1-T)\) and add the first contribution. Since \(T^2+T(1-T)=T\), the variance per slot is

\[
\mathrm{Var}\,N=T[f_L(1-f_L)+f_R(1-f_R)]+T(1-T)(f_L-f_R)^2 .
\]

Q: Now put in the bias. What Fano factor follows for the whole filament?

A: Let the temperature tend to zero. In the energy window opened by the bias, the left reservoir is full and the right one empty: \(f_L=1\), \(f_R=0\). Each slot then gives mean \(T_n\) and variance \(T_n(1-T_n)\). Outside the window both occupations are equal to 0 or both to 1, and the slots contribute nothing. Different \(n\) are independent, so means and variances add. If the \(T_n\) do not vary over the window, the number of slots cancels, as does the factor 2 for spin:

\[
F=\frac{\sum_n T_n(1-T_n)}{\sum_n T_n}=\sum_n w_n(1-T_n),\qquad w_n=\frac{T_n}{\sum_m T_m}.
\]

The weights add up to one, and \(w_n\) is the share of the mean current carried by eigenchannel \(n\). The Fano factor is thus the average of \(1-T_n\), weighted by transmission.

Q: Where exactly did the Poisson argument go wrong?

A: In the incoming stream. Suppose classical particles arrived with Poisson statistics, with mean and variance both \(\lambda\), and each passed with probability \(T\). The random passing adds \(\lambda T(1-T)\) to the variance, and the random arrival adds \(T^2\lambda\). The sum is \(\lambda T\), equal to the mean, so \(F=1\) for every \(T\). At zero temperature the Pauli principle fills each incoming slot once. The term \(T^2\lambda\) is then missing, and what remains is the noise of the division into passed and reflected electrons.

This also settles the limits. If every \(T_n\) is small, \(F\to1\): rare passages are nearly independent. If every contributing channel is fully open, \(F=0\), since a regular stream passes undivided. If all \(T_n\) equal \(T\), then \(F=1-T\), whatever their number.

Q: I could measure or compute the probability \(P_m\) that an electron in ordinary lead mode \(m\) gets through. Why not put those into the formula?

A: Because they are in general not eigenvalues. From \(t^\dagger t=VTV^\dagger\),

\[
P_m=(t^\dagger t)_{mm}=\sum_n|V_{mn}|^2T_n .
\]

The numbers \(|V_{mn}|^2\) add up to one over \(n\) and also over \(m\). The second property gives \(\sum_mP_m=\sum_nT_n\), so the mean current is right. The first makes \(P_m\) an average of the \(T_n\), and the square of an average does not exceed the average of the squares. Hence

\[
\sum_mP_m^2\le\sum_{m,n}|V_{mn}|^2T_n^2=\sum_nT_n^2 .
\]

With equal denominators, the mode probabilities give a Fano factor that is too large or, without effective mixing, equal.

A random unitary scatterer with three channels on each side gives an example of the difference. Its eigenvalues are 0.9913, 0.6471 and 0.0059, while its mode probabilities are 0.7807, 0.1311 and 0.7324. The eigenvalues give \(F=0.148\) and the mode probabilities 0.293. Direct enumeration of all many-electron outcomes, with determinants for their amplitudes, gives a variance-to-mean ratio of 0.148. The same enumeration reproduced the mean and variance formulas to within \(10^{-10}\) for \((f_L,f_R)=(1,0)\), \((0.7,0.2)\) and \((0.4,0.4)\).

Q: That checks one slot. The claim that slots arrive at the rate \(\Delta/h\) still rests on your packets.

A: It can be tested without them. Take three parallel atomic chains, 120 layers long on each side of a junction that mixes them. At time zero fill the left side and leave the right side empty, then follow the Schrödinger evolution. The occupied energy window is now the whole band, and the \(T_n\) vary strongly across it. Adding slots window by window gives, per spin,

\[
\frac{\langle N\rangle}{\tau}=\int\frac{dE}{h}\sum_nT_n(E),\qquad
\frac{\mathrm{Var}\,N}{\tau}=\int\frac{dE}{h}\sum_nT_n(E)[1-T_n(E)] .
\]

In units of the hopping energy divided by \(\hbar\), these integrals are 0.9542 and 0.3393. The growth rates found from the time evolution, between times 50 and 100 in the inverse unit, are 0.9541 and 0.3392. Both roads give \(F=0.356\). For energy-dependent transmission, then, numerator and denominator must each be integrated over energy before the ratio is taken.

## Second half: temperature, and a model neck in titanium dioxide

Q: Before you bring in temperature, which results do you carry over?

A: \(S\) is the one-sided current noise at zero frequency, \(I\) the mean current and \(F\) the zero-temperature value of \(S/(2eI)\). The \(T_n\) are the eigenvalues of \(t^\dagger t\), and \(f_L\), \(f_R\) are the reservoir occupations. Each spin and eigenchannel receives \(dE/h\) slots per unit time. A slot has mean \(T_n(f_L-f_R)\) and variance

\[
T_n[f_L(1-f_L)+f_R(1-f_R)]+T_n(1-T_n)(f_L-f_R)^2 .
\]

With constant \(T_n\), this gave \(F=\sum T_n(1-T_n)/\sum T_n\). I now write \(\Theta\) for temperature, \(k\) for the Boltzmann constant, \(V\) for the voltage across the neck and \(G_0=2e^2/h\), which includes both spins.

Q: A laboratory is never at zero temperature. What does an instrument then record?

A: First the current. The chemical potentials differ by \(eV\), and the area between two shifted Fermi functions equals their shift. Therefore

\[
I=\frac{2e}{h}\sum_nT_n\int(f_L-f_R)\,dE=G_0V\sum_nT_n ,
\]

and the conductance is \(G=G_0\sum_nT_n\).

For the noise, \(S=2e^2\,\mathrm{Var}N/\tau\), and the slot rate with spin is \(2\,dE/h\). The prefactor of the energy integral is thus \(2G_0\). Two integrals are needed. Differentiating the Fermi function gives \(f(1-f)=-k\Theta\,df/dE\), so each reservoir contributes \(\int f(1-f)\,dE=k\Theta\).

For the other integral, set \(A=f_L(1-f_R)\) and \(B=f_R(1-f_L)\). Their difference is \(f_L-f_R\). Since \(f/(1-f)=e^{-(E-\mu)/k\Theta}\), where \(\mu\) is the chemical potential, their ratio is \(A/B=e^{eV/k\Theta}=e^{2x}\), with \(x=eV/(2k\Theta)\). Hence

\[
A+B=(A-B)\,\frac{e^{2x}+1}{e^{2x}-1}=(f_L-f_R)\coth x .
\]

The first half showed that \(A+B\) equals \(f_L(1-f_L)+f_R(1-f_R)+(f_L-f_R)^2\). Integration gives

\[
\int(f_L-f_R)^2dE=eV\coth x-2k\Theta .
\]

Put both integrals into the noise:

\[
S=2G_0\sum_n\{2k\Theta\,T_n+T_n(1-T_n)(eV\coth x-2k\Theta)\}.
\]

The terms in \(2k\Theta\) combine through \(T_n-T_n(1-T_n)=T_n^2\), so

\[
S=4k\Theta G_0\sum_nT_n^2+2eV\coth x\;G_0\sum_nT_n(1-T_n).
\]

As \(V\to0\), \(eV\coth x\to2k\Theta\) and the total becomes \(4k\Theta G\), the thermal noise of a conductance \(G\). As \(\Theta\to0\) at fixed bias, it becomes \(2eIF\).

We now have the Fano factor as a transmission-weighted average of \(1-T_n\), and the total noise at any temperature and bias for constant \(T_n\). It remains to extract \(F\) from noise measured at finite temperature, and to work through a model neck in titanium dioxide and its limits.
